# Do ultrasoft orbitals lose electrons?

Suppose the true valence orbital near a nucleus, with its nodes and sharp peaks, is replaced by a smooth orbital $\phi$, and suppose the true one can be recovered from $\phi$ by a linear rule. The true density is the squared modulus of the true orbital, so it is a Hermitian quadratic form in $\phi$, unchanged when $\phi$ is multiplied by a phase. Its integral over space is then also a Hermitian form, and a Hermitian form can be written as $\langle\phi|S|\phi\rangle$ with a Hermitian operator $S$. A number of electrons has no dimension, and neither has $\langle\phi|\phi\rangle$, so $S$ is dimensionless. Outside a core radius $r_c$ the smooth orbital is meant to equal the true one, and the correction inside is meant to depend only on the values of $\phi$ inside, so $S-1$ acts only inside $r_c$. The reference atom is spherical, so $S-1$ commutes with rotations about the nucleus and cannot connect different $l$ or $m$. The electron count therefore has the form

$$N=\sum_n f_n\langle\phi_n|S|\phi_n\rangle ,$$

with occupations $f_n$. Symmetry leaves a separate radial operator $S-1$ in each angular channel and does not set it to zero. Zero is the choice called norm conservation. Vanderbilt's ultrasoft scheme gives that choice up and builds $S-1$ in each channel from a few projectors and a small matrix $q_{ij}$, both constructed below.

## The belief and why it tempts

The belief runs as follows. The integral of $|\phi|^2$ is the probability of finding the electron somewhere and must be 1. Ultrasoft orbitals are flattened inside the core and have $\int|\phi|^2\,d^3r\neq1$. Hence some electrons have been thrown away to gain smoothness, and the method carries a charge error.

The middle sentence is true. In the nitrogen atom computed below, the smooth 2p orbital has $\int|\phi|^2=0.765$, and the five valence electrons add up to 4.335 if only $|\phi|^2$ is counted. The worry is also physically serious: by Gauss's law the charge inside $r_c$ fixes the total flux of the electrostatic field through the sphere of that radius, so a real loss of 0.665 electrons would change the field there. The fault is in the first sentence. It takes $S=1$ for granted, and so takes $|\phi|^2$ for the density.

## Where $S$ comes from

Hartree atomic units are used, and $N$ counts valence electrons only. Let $\psi_i$ be solutions of the all-electron Kohn–Sham equation $(T+V)\psi_i=\varepsilon_i\psi_i$ of the reference atom, regular at the nucleus, with $i$ standing for $l$, $m$ and the reference energy. Choose smooth $\phi_i$ equal to $\psi_i$ for $r\ge r_c$, joined continuously in value, slope and curvature, and a smooth local potential $V_{\rm loc}$ equal to $V$ for $r\ge r_c$. Define

$$Q_{ij}(\mathbf r)=\psi_i^*\psi_j-\phi_i^*\phi_j,\qquad q_{ij}=\int Q_{ij}\,d^3r .$$

$Q_{ij}$ vanishes outside $r_c$, and $q_{ji}^*=q_{ij}$ follows from the definition. For a bound $\psi_i$ normalised to 1, integrating $Q_{ii}$ over all space gives $\langle\phi_i|\phi_i\rangle=1-q_{ii}$. Norm conservation is the condition $q_{ij}=0$.

The smooth waves do not solve the local equation. The failure is measured by

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i ,$$

which is zero outside $r_c$, because there $\phi_i=\psi_i$ and $V_{\rm loc}=V$. With $B_{ij}=\langle\phi_i|\chi_j\rangle$, assumed invertible, the projectors are $\beta_i=\sum_j(B^{-1})_{ji}\chi_j$. They are dual to the smooth waves:

$$\langle\phi_k|\beta_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}.$$

The natural nonlocal potential is $\sum_{ij}B_{ij}|\beta_i\rangle\langle\beta_j|$, and it is Hermitian only if $B$ is. Waves with different $l,m$ give $B_{ij}=q_{ij}=0$ by orthogonality of the spherical harmonics, so take two waves of one channel and let $\phi_i,\psi_i$ denote radial functions $u=rR(r)$, for which $T=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2$. In the difference $B_{ij}-B_{ji}^*$ the real multiplicative terms $V_{\rm loc}$ and $l(l+1)/2r^2$ cancel, which leaves

$$B_{ij}-B_{ji}^*=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\!\phi_i^*\phi_j\,dr+\tfrac12\int_0^{r_c}\!\big(\phi_i^*\phi_j''-\phi_j\phi_i^{*\prime\prime}\big)dr .$$

The last integrand is the derivative of the Wronskian $W_\phi=\phi_i^*\phi_j'-\phi_j\phi_i^{*\prime}$, which vanishes at $r=0$ because both functions do. The second term is thus $\tfrac12W_\phi(r_c)$. The same steps applied to the all-electron waves, for which $(\varepsilon-T-V)\psi=0$, give

$$0=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\!\psi_i^*\psi_j\,dr+\tfrac12W_\psi(r_c).$$

Values and slopes match at $r_c$, so $W_\phi(r_c)=W_\psi(r_c)$. Subtracting the second equation from the first,

$$B_{ij}-B_{ji}^*=(\varepsilon_j-\varepsilon_i)(-q_{ij})=(\varepsilon_i-\varepsilon_j)\,q_{ij}.$$

Once $q_{ij}\ne0$ for two different energies, $B$ is not Hermitian. The matrix $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$ is, since

$$D_{ij}-D_{ji}^*=(\varepsilon_i-\varepsilon_j)q_{ij}+\varepsilon_jq_{ij}-\varepsilon_iq_{ij}=0 .$$

Now define two Hermitian operators,

$$H=T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| ,$$

and apply $H-\varepsilon_kS$ to $\phi_k$. The local part gives $-\chi_k$. Duality selects $j=k$ in the sums, and $D_{ik}-\varepsilon_kq_{ik}=B_{ik}$:

$$(H-\varepsilon_kS)\phi_k=-\chi_k+\sum_iB_{ik}\beta_i=-\chi_k+\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=0 .$$

The term $\varepsilon_jq_{ij}$ added to $B$ has to be balanced on the right-hand side, and that balance is $S$. Hermiticity of $H$ requires only the off-diagonal $q_{ij}$ between different energies. Any real diagonal values pass through the same algebra, and with one projector per channel, where $B$ is already real, $S=1$ would give the same $\varepsilon_k$ and $\phi_k$. The diagonal values are fixed by the normalisation demand of the next section. The equation to be solved is $H\phi=\varepsilon S\phi$. When all $q_{ij}$ vanish, $S=1$, $D=B$, and the norm-conserving separable form returns.

## The inner product that belongs to this equation

Take two solutions with real eigenvalues. From $H\phi_n=\varepsilon_nS\phi_n$ follows $\langle\phi_m|H|\phi_n\rangle=\varepsilon_n\langle\phi_m|S|\phi_n\rangle$. Letting the Hermitian $H$ and $S$ act to the left gives $\varepsilon_m\langle\phi_m|S|\phi_n\rangle$ for the same element. Hence

$$(\varepsilon_n-\varepsilon_m)\langle\phi_m|S|\phi_n\rangle=0 .$$

States of different energy are orthogonal with $S$ in the middle. Their plain overlap is then $\langle\phi_m|\phi_n\rangle=-\sum_{ij}q_{ij}\langle\phi_m|\beta_i\rangle\langle\beta_j|\phi_n\rangle$, which has no reason to vanish.

The size of the orbital is fixed by a physical demand. For a bound reference state, duality gives

$$\langle\phi_k|S|\phi_k\rangle=\langle\phi_k|\phi_k\rangle+q_{kk}=\langle\psi_k|\psi_k\rangle=1 .$$

A multiple $a\phi_k$ has $S$-norm $|a|^2$ and equals $a\psi_k$ outside $r_c$. The condition $\langle\phi|S|\phi\rangle=1$ therefore sets $|a|=1$ and gives the correct amplitude outside $r_c$. The condition $\langle\phi|\phi\rangle=1$ would set $|a|^2=1/(1-q_{kk})$ and misstate the outer density by that factor.

All this needs $S$ positive definite. Otherwise some function has zero or negative $S$-norm and cannot be normalised, and the eigenvalues need not be real. For one projector the condition is explicit: $S\beta=(1+q\langle\beta|\beta\rangle)\beta$, and $S$ is the identity on functions orthogonal to $\beta$, so $1+q\langle\beta|\beta\rangle>0$ is required. A negative $q$ with a large projector norm can violate it.

## The count

The ultrasoft density puts the core difference $Q_{ij}$ back, weighted by the projections of each orbital:

$$n(\mathbf r)=\sum_nf_n\Big[|\phi_n(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r)\,\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle\Big].$$

For a reference state duality leaves only $Q_{kk}$, and the bracket is $|\phi_k|^2+|\psi_k|^2-|\phi_k|^2=|\psi_k|^2$, the all-electron density point by point. More generally, if $\phi_n$ inside $r_c$ is a combination $\sum_ic_i\phi_i$ with $c_i=\langle\beta_i|\phi_n\rangle$, the bracket there is $|\sum_ic_i\psi_i|^2$, the squared modulus of the recovered orbital. For other orbitals the bracket is the scheme's definition of the density and need not equal such a squared modulus. For any orbital at all, the projections are numbers independent of $\mathbf r$, so they come out of the integral and $Q_{ij}$ integrates to $q_{ij}$:

$$\int n\,d^3r=\sum_nf_n\Big[\langle\phi_n|\phi_n\rangle+\sum_{ij}\langle\phi_n|\beta_i\rangle q_{ij}\langle\beta_j|\phi_n\rangle\Big]=\sum_nf_n\langle\phi_n|S|\phi_n\rangle .$$

With $\langle\phi_n|S|\phi_n\rangle=1$ this is $\sum_nf_n=N$. The step used neither duality nor the eigenvalue equation. It used only that the $q_{ij}$ in $S$ are the integrals of the $Q_{ij}$ in $n$. It therefore holds, as long as the integrals are carried out exactly, in any basis, at any orbital cutoff, in any potential, and for many atoms, where $i$ and $j$ in each term belong to the same site and the sums in $n$ and in $S$ also run over sites. Whatever $|\phi_n|^2$ lacks, the second term, the augmentation charge, supplies exactly. An exact total does not make the shape of $n$ exact: away from the reference states the shape inside $r_c$ is only as good as the expansion of the orbital in a few partial waves.

The order of the indices is fixed by symmetry. Multiply $\psi_j$ and $\phi_j$ by $e^{i\alpha_j}$, which must change nothing. Then $Q_{ij}$ gains $e^{i(\alpha_j-\alpha_i)}$, and duality forces $\beta_j\to e^{i\alpha_j}\beta_j$, so $\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle$ gains $e^{i(\alpha_i-\alpha_j)}$. The product is invariant. With $i$ and $j$ exchanged in the projections it would gain $e^{2i(\alpha_j-\alpha_i)}$.

## Weighing the electron with a potential

The count can be measured without integrating a density. A small potential $\delta V$ costs an orbital the energy $\int\delta V\,n_\phi\,d^3r$, where $n_\phi$ is the bracket above. Written out, this is $\langle\phi|\delta H|\phi\rangle$ with

$$\delta H=\delta V+\sum_{ij}\Big(\int\delta V\,Q_{ij}\,d^3r\Big)|\beta_i\rangle\langle\beta_j| .$$

Vary $(H-\varepsilon S)\phi=0$ at fixed $S$ for a nondegenerate level, which gives $(\delta H-\delta\varepsilon\,S)\phi+(H-\varepsilon S)\delta\phi=0$, and multiply by $\langle\phi|$. The last term vanishes because $\langle\phi|(H-\varepsilon S)=0$. To first order, then,

$$\delta\varepsilon=\frac{\langle\phi|\delta H|\phi\rangle}{\langle\phi|S|\phi\rangle}.$$

A constant $\delta V=c$ must shift every level by $c$, one unit of charge times the potential. Here $\delta H=c+c\sum q_{ij}|\beta_i\rangle\langle\beta_j|=cS$, and $(H+cS)\phi=(\varepsilon+c)S\phi$, so the shift is $c$ to all orders. If the belief were acted on and only $|\phi|^2$ felt the potential, $\delta H$ would be $c$ alone, and a reference state would have $d\varepsilon/dc=\langle\phi|\phi\rangle=1-q$. A $\delta V$ lying wholly outside $r_c$ does not touch $Q_{ij}$ and gives $\delta\varepsilon=\int\delta V|\phi|^2$ for the $S$-normalised orbital, which for a reference state is the all-electron first-order shift.

## Nitrogen in numbers

The example is the nitrogen atom in nonrelativistic, spherical, spin-unpolarised LDA (Slater exchange, VWN correlation), in a sphere of radius 20 bohr, with $f_{2s}=2$, $f_{2p}=3$ and $N=5$. The digits below serve to compare two calculations of the same model and are not accuracies relative to a real atom. Each orbital $u_l(r)Y_{lm}/r$ has occupation $f_l/(2l+1)$ and projects only on the projector of its own $l,m$. Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, the radial density with one real projector per channel is

$$4\pi r^2n=\sum_lf_l\big[u_l^2+Q_l(r)\,p_l^2\big],\qquad p_l=\langle\beta_l|u_l\rangle,$$

with $Q_l=\psi_l^2-\phi_l^2$ built from radial functions, and the normalisation reads $\int u_l^2\,dr=1-q_lp_l^2$.

The core radius is $r_c=1.5$ bohr. Inside it $\phi_l=r^{l+1}(a_0+a_1r^2+a_2r^4)$, with the three coefficients fixed by value, slope and curvature at $r_c$. They are $(1.29666,-0.49990,0.06337)$ for 2s and $(1.10369,-0.53584,0.07970)$ for 2p. Both quadratics in $r^2$ have $a_1^2<4a_0a_2$ ($0.250<0.329$ and $0.287<0.352$), so neither $\phi_l$ has a node. $V_{\rm loc}$ is a cubic in $r^2$ that starts at 1.0 Ha at the origin and joins the self-consistent all-electron potential, $-0.8261$ Ha at $r_c$, in value, slope and curvature. This screened potential is held fixed. The all-electron problem is solved in B-splines, the pseudo problem in spherical Bessel functions (the radial form of plane waves), and charges are integrated on a separate, uniform grid. Apart from the sensitivity figures for larger spheres and cubic grids and the eigenvalues of the two-projector $S$ and $q$, every figure quoted is printed by the numerical check after this text or follows from its output by arithmetic.

The norms inside $r_c$ give the two charges:

$$q_{2s}=0.67491-0.69463=-0.0197,\qquad q_{2p}=0.59915-0.36437=+0.2348 .$$

The 2s value is negative: the smooth 2s orbital has plain norm 1.0197, so by the logic of the belief it would have gained electrons. $Q_{2s}$ must be negative at the all-electron node, where $\psi=0$ and $\phi\neq0$. That its integral is also negative is a computed fact for this choice of $\phi$ and $r_c$.

Both channels have positive $S$: $1-0.01972\times2.2117=0.9564$ and $1+0.23479\times3.3058=1.7762$. The matrix of $S$ in the Bessel basis gives 0.9564 and 1.7757. The second is slightly lower because a finite orthonormal basis captures at most the full norm of $\beta$.

The reference level is also the lowest of its channel. At $\varepsilon=\varepsilon_l$ one has $H-\varepsilon_lS=(T+V_{\rm loc}-\varepsilon_l)+B|\beta\rangle\langle\beta|$, because $D-\varepsilon_lq=B$. The lowest levels of $T+V_{\rm loc}$, $-0.2773$ Ha for s and $-0.0020$ Ha for p (this weakly bound level moves to $-0.0025$ Ha in a sphere of 30 or 40 bohr), lie above the reference levels, so this form is positive on every function orthogonal to $\beta$. If a second eigenstate lay at or below $\varepsilon_l$, the form would be non-positive on the plane spanned by it and $\phi_l$. That plane contains a nonzero function orthogonal to $\beta$, which is a contradiction.

At a cutoff of 200 Ha the generalised problem gives $-0.676150$ and $-0.266295$ Ha, against all-electron $-0.676151$ Ha ($-18.40$ eV) and $-0.266297$ Ha ($-7.25$ eV), with $p=1.00000$ and plain norms 1.01972 and 0.76521, equal to $1-q_l$. The two parts of the charge are

$$2(1.01972)+3(0.76521)=4.3351,\qquad 2(-0.01972)+3(0.23479)=0.6649 ,$$

and their sum is 5. The smooth part falls short by 13% of $N$, and the shortfall sits inside $r_c$, where the all-electron valence charge is 3.1473, the smooth charge 2.4824 and the augmented charge 3.1473. The largest pointwise deviation from the all-electron radial density is 1.07 electrons per bohr for the smooth part and $8\times10^{-4}$ after augmentation.

Lowering the cutoff separates the exact statement from the approximate ones:

| Cutoff (Ha) | $\varepsilon_{2p}$ (Ha) | smooth | augmentation | total |
|---|---|---|---|---|
| 5 | −0.23015 | 4.45191 | 0.54809 | 5.00000000 |
| 10 | −0.26364 | 4.34013 | 0.65987 | 5.00000000 |
| 25 | −0.26597 | 4.33595 | 0.66405 | 5.00000000 |
| 200 | −0.26629 | 4.33509 | 0.66491 | 5.00000000 |

At 5 Ha the 2p level is too high by 0.036 Ha, which is 14% of the magnitude of the all-electron eigenvalue, and 0.117 electrons have moved from the augmentation to the smooth part. The total does not move in the eight decimals shown. The 5 and 10 Ha rows also depend on the sphere through the discrete set of Bessel functions: radii of 25 and 30 bohr shift the level by up to about $10^{-4}$ Ha and the augmentation charge by up to $2\times10^{-4}$ electrons.

Orthogonality was tested by diagonalising $S^{-1}H$ with a general solver that imposes none. The 2p state has $S$-overlaps with the nine next p states at rounding level, the largest being $3\times10^{-14}$, and plain overlaps reaching 0.058. The higher states are states of the sphere, so this figure depends on its radius: it is 0.047 at 30 bohr and 0.038 at 40 bohr.

Weighing by finite differences of eigenvalues gives $d\varepsilon/dc=1.000000$ for both levels with the full $\delta H$, and 1.01972 and 0.76521 when only the smooth part feels the constant. For the outer probe $\exp[-((r-3.0)/0.4)^2]$, with $r$ in bohr, the 2p slope is 0.06013 from the all-electron eigenvalue, from the ultrasoft eigenvalue, and from the integral over the $S$-normalised orbital. A plainly normalised orbital gives $0.06013/0.76521=0.0786$, too large by 31% of the all-electron slope.

To leave the reference state, the difference between the all-electron potentials of N⁺ ($2s^22p^2$) and N was applied as $\delta V$, without further self-consistency. The projections change to $p_{2s}^2=1.09781$ and $p_{2p}^2=1.16454$. They may exceed 1: for an $S$-normalised orbital the Cauchy–Schwarz bound is $p^2\le\langle\beta|S^{-1}|\beta\rangle=\langle\beta|\beta\rangle/(1+q\langle\beta|\beta\rangle)$, which is 2.31 for 2s and 1.86 for 2p. The plain 2p norm becomes $1-0.23479\times1.16454=0.7266$, the augmentation charge is $2(-0.01972)(1.09781)+2(0.23479)(1.16454)=0.5035$, the smooth charge is 3.4965, and the total is 4.00000000. The levels are now approximate: 2p lies at $-0.76433$ Ha against all-electron $-0.76538$ Ha, a difference of 0.001 Ha. Leaving the $Q$ term out of $\delta H$ moves it to $-0.61467$ Ha, which is 0.15 Ha off.

## How electrons can really be gained or lost

The proof had two premises, $S$-normalisation and $q_{ij}=\int Q_{ij}$, and the count is no longer guaranteed when either is broken: it then comes out right only if the errors happen to cancel.

Imposing the plain normalisation that the belief demands, while keeping the augmented density, breaks the first. Rescaling a reference orbital to $\int u_l^2=1$ multiplies both $u_l^2$ and $p_l^2$ by $1/(1-q_l)$, so the total becomes

$$\sum_l\frac{f_l}{1-q_l}=\frac{2}{1.01972}+\frac{3}{0.76521}=1.9613+3.9205=5.8818 ,$$

and direct integration gives the same 5.8818. The attempted repair adds 0.88 electrons to an atom that had the right number. Dropping the augmentation as well would bring the total back to 5, but the density outside $r_c$ would then be wrong by the factor $1/(1-q_l)$ in each channel.

The second premise matters whenever $Q$ is replaced by another function, for instance a smoother one. If the replacement integrates to $q_l+\delta q_l$ while $S$ keeps $q_l$, the integration above gives $N+\sum_lf_lp_l^2\,\delta q_l$. A radial Gaussian $q_l\,4r^2e^{-r^2/a^2}/(\sqrt\pi a^3)$ has $\delta q_l=0$, since $\int_0^\infty r^2e^{-r^2/a^2}dr=\sqrt\pi a^3/4$, and with $a=0.5$ bohr the count stays 5.00000000 although the shape is different. Multiplying $Q_l$ by $e^{-r^2}$, with $r$ in bohr, gives $\delta q_{2s}=-0.00310$ and $\delta q_{2p}=-0.09069$, so the predicted error is $2(-0.00310)+3(-0.09069)=-0.2783$ and the integrated count is 4.7217. Both $q_{2s}$ and $\delta q_{2s}$ are negative while the factor $e^{-r^2}-1$ is negative everywhere, which is possible only if $Q_{2s}$ takes both signs. A coarse real-space grid breaks the premise in the same way. Summing the nitrogen $Q_l$ on a cubic grid of spacing 0.2 bohr misses the augmentation charge by about $+0.05$ electrons with the nucleus on a grid point and $-0.01$ with it at a cell centre. At 0.1 bohr the error is below 0.004.

The off-diagonal terms belong to the same premise. A second p wave was added, the next p level of the sphere at 0.01903 Ha, scaled to unit norm inside $r_c$ and multiplied by the constant phase $e^{i\alpha}$ with $\alpha=0.7$. It has $|q_{12}|=0.33528$, so the Wronskian identity predicts $|B_{12}-B_{21}^*|=(0.01903+0.26630)\times0.33528=0.0957$ Ha. Direct integration gives 0.09566 Ha, while $|D_{12}-D_{21}^*|$ is $10^{-7}$ Ha. The matrix $q$ has a small negative eigenvalue, $-4\times10^{-4}$, but this $S$ stays positive definite, its two eigenvalues other than 1 being 0.93 and 6.35. The second wave is a state of the sphere, so these figures depend on the radius: at 30 bohr its energy is 0.0098 Ha, $|q_{12}|$ is 0.3342 and the diagonal fraction below is 0.871. For the N⁺ 2p orbital, the integrated charge divided by $\langle\phi|S|\phi\rangle$ of this two-projector $S$ is 1.0000000 with the full sum, 0.8732 with the diagonal terms alone, and 0.8948 with $i$ and $j$ exchanged in the projections. The last two lose 13% and 11% of an electron because the density and the overlap operator no longer use the same $q_{ij}$. The second figure depends on the chosen phase. The orbital and the underlying waves are real, so by the phase argument above the exchange multiplies the off-diagonal contribution $1-0.8732=0.1268$ by $\cos2\alpha$, giving $0.8732+0.1268\cos1.4=0.8948$. For $\alpha=0$ the exchange would cost nothing.

## Calculated quantities

```
inputs: Z=7, rc=1.5 bohr, sphere R=20.0 bohr, Vloc(0)=1.0 Ha, N=5
Vloc(rc) = -0.8261 Ha
2s coefficients a0,a1,a2 (a.u.) = 1.29666 -0.49990 0.06337
2s norm inside rc: AE 0.67491, pseudo 0.69463, q = -0.01972 e
2s B = -0.63641 Ha, D = -0.62307 Ha, lowest local level -0.2773 Ha
2s <beta|beta> = 2.2117, 1+q<beta|beta> = 0.9564, S eig 0.9564
2s eps AE -0.676151 Ha (-18.399 eV), US -0.676150 Ha
2s soft norm 1.01972, 1-q = 1.01972, p = 1.00000
2p coefficients a0,a1,a2 (a.u.) = 1.10369 -0.53584 0.07970
2p norm inside rc: AE 0.59915, pseudo 0.36437, q = 0.23479 e
2p B = -0.52768 Ha, D = -0.59021 Ha, lowest local level -0.0020 Ha
2p <beta|beta> = 3.3058, 1+q<beta|beta> = 1.7762, S eig 1.7757
2p eps AE -0.266297 Ha (-7.246 eV), US -0.266295 Ha
2p soft norm 0.76521, 1-q = 0.76521, p = 1.00000
Ecut     5 Ha: eps2p -0.23015 Ha, soft 4.45191, aug 0.54809, total 5.00000000 e
Ecut    10 Ha: eps2p -0.26364 Ha, soft 4.34013, aug 0.65987, total 5.00000000 e
Ecut    25 Ha: eps2p -0.26597 Ha, soft 4.33595, aug 0.66405, total 5.00000000 e
Ecut   200 Ha: eps2p -0.26629 Ha, soft 4.33509, aug 0.66491, total 5.00000000 e
charge inside rc: AE 3.14728, soft 2.48236, augmented 3.14727 e
max |rho-rho_AE|: augmented 8.1e-04, soft 1.0729 e/bohr
2p overlap with 9 higher p states: max S-overlap 3e-14, max plain 0.0582
outer probe potential: exp(-((r-3.0)/0.4)^2), r in bohr
2s d eps/dc, constant c: augmented 1.000000, soft only 1.01972
2s outer probe slope: AE 0.03018, US 0.03018, S-norm integral 0.03018, plain-norm 0.02959
2p d eps/dc, constant c: augmented 1.000000, soft only 0.76521
2p outer probe slope: AE 0.06013, US 0.06013, S-norm integral 0.06013, plain-norm 0.07858
plain normalisation: count 5.88179 e, sum f/(1-q) = 5.88180 e
Gaussian Q (width 0.5 bohr) with same q: count 5.00000000 e
Q damped by exp(-r^2): dq2s -0.00310, dq2p -0.09069 e
  count 4.72172 e, predicted error sum f p^2 dq = -0.27828 e
N+ 2s: eps AE -1.18434, US -1.18440, no aug in D -1.19900 Ha
N+ 2s: p^2 1.09781, soft norm 1.02165
N+ 2p: eps AE -0.76538, US -0.76433, no aug in D -0.61467 Ha
N+ 2p: p^2 1.16454, soft norm 0.72658
N+ charge: soft 3.49646, aug 0.50354, total 4.00000000 e
two projectors: eps2 = 0.01903 Ha, |q12| = 0.33528, q22 = 0.47756 e
|B12-B21*| = 0.09566 Ha, |(e1-e2)q12| = 0.09566 Ha, |D12-D21*| = 1e-07 Ha
N+ 2p orbital, charge/<S>: full 1.0000000, swapped ij 0.8948, diagonal 0.8732
```
